# Singlet-Triplet Gap of CF2 and Its Basis-Set Convergence

## Problem

The radical CF2 occurs in fluorocarbon etching plasmas. Its two lowest candidates for the ground state are a closed-shell singlet, \(^1A_1\), and a triplet, \(^3B_1\). Define the adiabatic electronic gap as

\[
\Delta E = E_T(\text{triplet minimum}) - E_S(\text{singlet minimum}),
\]

so that a positive value means that the singlet lies lower.

1. Decide which triplet has to be compared with the singlet.
2. Compute \(\Delta E\) with CCSD(T) in the cc-pVDZ basis and, approximately, in cc-pVTZ. Estimate the basis limit.
3. Compare the basis-set convergence of the two spin states and explain how it moves the gap.

Use nonrelativistic Born-Oppenheimer energies, keep the three 1s orbitals frozen, and take the geometries from MP2/cc-pVDZ. The references are restricted Hartree-Fock (RHF) for the singlet and unrestricted Hartree-Fock (UHF) for the triplet. Zero-point energy is left out. The conversion is \(1\,E_h = 2625.5\) kJ/mol.

## Hints

**Hint 1.** To establish a singlet ground state, it suffices to find one singlet below every state of higher spin. Other singlets need not be ranked.

**Hint 2.** A triplet with \(M_S=1\) is reached from the closed shell by moving a spin-down electron from orbital \(i\) to a spin-up orbital \(a\). Ask which two-electron integral vanishes because of spin.

**Hint 3.** If the coupled-cluster calculation is too large in the full basis, do it in a smaller orbital space and add what MP2 says is missing.

**Hint 4.** Assume that the correlation energy follows \(E_X=E_\infty+AX^{-3}\), with \(X=2\) for double zeta and \(X=3\) for triple zeta. Eliminate \(A\).

**Hint 5.** Count the opposite-spin and same-spin pairs among the 18 valence electrons of each state.

## Full solution

### 1. The relevant triplet

Per spin, the singlet occupies six \(a_1\), one \(a_2\), one \(b_1\) and four \(b_2\) orbitals. Consider the spin-flipped determinants of Hint 2. For real canonical orbitals with energies \(\varepsilon\), the Hamiltonian matrix relative to the RHF energy contains the orbital-energy difference and the antisymmetrized interaction \((ai|jb)-(ab|ji)\). The first integral pairs the spin-up orbital \(a\) with the spin-down orbital \(i\) and vanishes on spin integration. Hence

\[
A_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)-(ij|ab).
\]

At the singlet geometry in cc-pVDZ, the lowest eigenvalue is 1.91 eV and its eigenvector is entirely of \(B_1\) symmetry to the printed accuracy. The next triplet lies at 9.47 eV. The state to compare is therefore \(^3B_1\), which arises from \(a_1\to b_1\). A UHF quintet at the same geometry lies 13.8 eV above the relaxed UHF triplet. This is one self-consistent solution and need not be the lowest quintet, but it lies far above the triplet.

These checks are vertical, and the matrix contains single excitations only. They identify the competitor near the singlet minimum; they are not a search over all geometries.

### 2. Geometries

| State | C–F length (Å) | F–C–F angle (degrees) |
|---|---:|---:|
| \(^1A_1\) | 1.310 | 104.7 |
| \(^3B_1\) | 1.325 | 119.8 |

The main change is the opening of the angle. Near a minimum, an error \(\delta r\) common to both bonds costs

\[
\delta E=\tfrac12 H_{rr}(\delta r)^2,
\]

because the linear term is zero. For \(\delta r=0.01\) Å this is 0.48 kJ/mol in the singlet and 0.47 kJ/mol in the triplet. Equal errors in both states nearly cancel in the gap; an error in one state alone does not.

### 3. The coupled-cluster energy

CCSD writes the state as \(e^{T_1+T_2}|\Phi\rangle\), where \(\Phi\) is the Hartree-Fock determinant and \(T_1,T_2\) create single and double excitations. With \(\bar H=e^{-T}He^{T}\) and \(T=T_1+T_2\), the energy and amplitudes follow from

\[
E=\langle\Phi|\bar H|\Phi\rangle,\qquad
\langle\Phi_i^a|\bar H|\Phi\rangle=0,\qquad
\langle\Phi_{ij}^{ab}|\bar H|\Phi\rangle=0 .
\]

The correction (T) adds a perturbative estimate of connected triple excitations, made from the converged amplitudes.

This method relies on one dominant determinant, so it was tested against full configuration interaction in a window of nine orbitals. CCSD(T) lies above the full result by 0.196 m\(E_h\) for the singlet and 0.058 m\(E_h\) for the triplet. The resulting error of the gap is

\[
(0.058-0.196)\times10^{-3}\times2625.5\approx-0.36\ \text{kJ/mol}.
\]

The test supports the treatment of both states, although a small window cannot measure the error in the full space. The triplet reference has \(\langle S^2\rangle=2.008\) in cc-pVTZ, close to the value 2 of a pure triplet.

In cc-pVDZ all 42 orbitals are used. Here and in Section 4 the two-electron integrals are approximated by density fitting, which changes the MP2 gap in cc-pVDZ by about 0.06 kJ/mol. The total energies give

\[
\Delta E_2=-237.096052-(-237.183464)=0.087412\,E_h=229.5\ \text{kJ/mol}.
\]

### 4. Triple zeta through a compact space

The cc-pVTZ basis has 90 functions. The 42 natural orbitals with the largest occupations, taken from the Hartree-Fock density plus the virtual part of the MP2 density, form a compact space. Hartree-Fock, MP2 and CCSD(T) are repeated there. If the difference between CCSD(T) and MP2 is nearly the same in the compact and full spaces, then

\[
E_{CC}^{\rm full}\approx E_{CC}^{\rm compact}
+E_{MP2}^{\rm full}-E_{MP2}^{\rm compact},
\]

where the MP2 energies are totals, including Hartree-Fock. The result is

\[
\Delta E_3=-237.318121-(-237.409693)=0.091572\,E_h=240.4\ \text{kJ/mol}.
\]

In cc-pVDZ, the same approximation with 32 of 42 orbitals changes the gap by 0.97 kJ/mol relative to full CCSD(T). The compact double-zeta spaces miss 54 and 64 m\(E_h\) of MP2 correlation energy for singlet and triplet, the triple-zeta spaces about 100 m\(E_h\) each. The triple-zeta calculation thus leaves more to MP2, though more evenly between the two states. The double-zeta test therefore does not fix the truncation error in triple zeta, which may be larger than 1 kJ/mol.

| Gap (kJ/mol) | HF | MP2 | CCSD | CCSD(T) |
|---|---:|---:|---:|---:|
| cc-pVDZ | 134.5 | 217.4 | 221.5 | 229.5 |
| cc-pVTZ | 135.0 | 226.1 | 232.6 | 240.4 |

The singlet is lower at every level. Correlation supplies about 95 kJ/mol of the gap in double zeta and 105 kJ/mol in triple zeta; the triples correction accounts for about 8 kJ/mol in both. In triple zeta this figure comes from the compact space alone, because the MP2 term restores no triples for the 48 discarded orbitals.

### 5. The basis limit

For the correlation energy, Hint 4 gives

\[
E_2=E_\infty+\frac A8,\qquad E_3=E_\infty+\frac A{27}.
\]

Subtraction yields

\[
E_3-E_2=A\left(\frac1{27}-\frac18\right)=-\frac{19}{216}A,
\qquad A=-\frac{216}{19}(E_3-E_2).
\]

Insertion into \(E_\infty=E_3-A/27\) gives

\[
E_\infty=E_3+\frac8{19}(E_3-E_2).
\]

The CCSD(T) correlation energy is the total minus the Hartree-Fock energy. For the singlet it changes from \(-0.511447\) to \(-0.656361\,E_h\), for the triplet from \(-0.475255\) to \(-0.616190\,E_h\). The extrapolated additions are

\[
\begin{aligned}
S:&\quad \tfrac8{19}(-0.144914)=-0.061016\,E_h,\\
T:&\quad \tfrac8{19}(-0.140935)=-0.059341\,E_h .
\end{aligned}
\]

The Hartree-Fock part is kept at its triple-zeta value. Its remaining basis error was not tested in a larger basis and is absent from the limits below and from the distances in Section 6. Adding these terms to the triple-zeta totals gives

\[
\Delta E_\infty=-237.377462-(-237.470709)=0.093247\,E_h .
\]

Thus the estimated gap is **about 245 kJ/mol, or 2.5 eV**, and within this treatment the ground state is the singlet. Only one size of the triple-zeta compact space was run, and a truncation error in \(\Delta E_3\) enters the limit multiplied by \(1+8/19\approx1.42\). The last digit of 245 is therefore not established.

Five indicators of uncertainty were added by magnitude: the double-zeta truncation error, the window error, the extrapolation step, the effect of another extrapolation factor (Variation 2), and the change of the Hartree-Fock gap between the bases. Their sum is 8.4 kJ/mol. This is not a rigorous bound, but it is small compared with 245 kJ/mol. The truncation error of the triple-zeta calculation itself, core correlation, relativity, zero-point energy and higher excitations in the full space are outside it.

### 6. Convergence of the two states

Let \(D_X=E_X-E_\infty\) be the distance of a total energy from its estimated limit. Then

\[
\Delta E_X-\Delta E_\infty=D_X^T-D_X^S .
\]

| Distance (kJ/mol) | Singlet | Triplet | Triplet minus singlet |
|---|---:|---:|---:|
| cc-pVDZ | 754.2 | 738.8 | −15.3 |
| cc-pVTZ | 160.2 | 155.8 | −4.4 |

Both states are far from the limit compared with the size of the gap errors, because most of the basis error is common to them. The singlet is slightly farther away, so in both of these bases the gap lies below its estimated limit. Since the same inverse-cube law was imposed on both states, the table does not show different powers of convergence. What is computed without that law is the drop from double to triple zeta: 594.0 kJ/mol for the singlet and 583.0 kJ/mol for the triplet. Their difference, taken before rounding, is the 10.9 kJ/mol rise of the gap. Of this, the MP2 rise of 8.7 kJ/mol is computed in the full bases. The remaining 2.2 kJ/mol rests on the compact-space approximation, whose error in triple zeta was not measured.

Hartree-Fock contributes only 0.5 kJ/mol to this rise, although each Hartree-Fock energy drops by about 213 kJ/mol. The rest is correlation. MP2 permits a division by spin:

| MP2 change, double to triple zeta (kJ/mol) | Singlet | Triplet |
|---|---:|---:|
| Opposite spin | −304.0 | −292.0 |
| Same spin | −89.8 | −93.6 |

The opposite-spin part raises the gap by 12.0 kJ/mol, and the same-spin part lowers it by 3.8 kJ/mol.

Pair counting agrees with both signs. The singlet has \(9+9\) valence electrons, hence \(9\times9=81\) opposite-spin and \(36+36=72\) same-spin pairs. The triplet has \(10+8\), hence \(10\times8=80\) and \(45+28=73\). One opposite-spin pair has become a same-spin pair. Counting does not give the size: the average opposite-spin change in the singlet is \(304.0/81\approx3.8\) kJ/mol per pair, well below 12.0. The exchanged pair may be unusually sensitive to the basis, or the other pairs may change too; these data do not separate the two.

## Variation 1: the vertical gap

*What is the gap if the nuclei stay at the singlet geometry?*

The triplet then lacks its relaxation energy, which is 32.5 kJ/mol at MP2/cc-pVDZ. Therefore

\[
\Delta E_{\rm vert}=\Delta E+E_{\rm relax}\approx217.4+32.5=249.9\ \text{kJ/mol}
\]

at that level. Adding the same relaxation energy to the estimated CCSD(T) limit gives about 277 kJ/mol, provided that relaxation depends little on method and basis, which was not tested. The vertical value exceeds the adiabatic one because the triplet is displaced from its own minimum.

## Variation 2: another extrapolation factor

*How much does the result depend on the factor \(k=8/19\approx0.421\)?*

Keep \(k\) free. The correlation part of the gap grows by \(0.144914-0.140935=0.003979\,E_h=10.45\) kJ/mol between the two bases, so

\[
\Delta E(k)=240.4+10.45\,k\ \text{kJ/mol}.
\]

For the C and F atoms, MP2 limits from triple and quadruple zeta correspond to \(k=0.586\) and \(0.631\). In both atoms the simple factor moves the triple-zeta energy closer to that limit, but not far enough. With the fluorine value,

\[
\Delta E=240.4+10.45\times0.631\approx247\ \text{kJ/mol}.
\]

The shift is about 2 kJ/mol. For any \(k\ge0\) the formula gives at least 240 kJ/mol, so the ordering of the states does not depend on the extrapolation. The last few kJ/mol of the gap do. The atomic factors are MP2 values applied here to CCSD(T) energies, and both constants in \(\Delta E(k)\) inherit the truncation error of Section 4. A larger compact space in triple zeta and a quadruple-zeta calculation on CF2 itself would be the next checks. The numerical output gives these values with more digits.

## Values computed for the example and the checks

```
S C-F length 1.3102 angstrom; F-C-F angle 104.73 degree
S energy cost of 0.01 angstrom bond error: 0.480 kJ/mol
T C-F length 1.3250 angstrom; F-C-F angle 119.77 degree
T energy cost of 0.01 angstrom bond error: 0.473 kJ/mol
T relaxation from S geometry, MP2/DZ: 32.48 kJ/mol
Occupied S orbitals per spin, a1 a2 b1 b2: 6 1 1 4
Vertical CIS triplets 1 and 2: 1.908, 9.469 eV
B1 weight of lowest CIS triplet: 1.000000
Vertical UHF quintet above relaxed UHF triplet, DZ: 13.826 eV
Density-fitting error of MP2/DZ gap: -0.0582 kJ/mol
S window CCSD(T) minus full CI: 0.1962 mEh
S T1 diagnostic 0.0182; largest opposite-spin T2 0.0969
T window CCSD(T) minus full CI: 0.0582 mEh
T T1 diagnostic 0.0180; largest opposite-spin T2 0.0256
X=2: basis functions 42; triplet UHF <S^2> 2.0072
X=2 gaps HF, MP2, CCSD, CCSD(T): 134.48, 217.42, 221.50, 229.50 kJ/mol
X=3: basis functions 90; triplet UHF <S^2> 2.0077
X=3 gaps HF, MP2, CCSD, CCSD(T): 134.95, 226.13, 232.55, 240.42 kJ/mol
S X=2 HF -236.672017, MP2 correlation -0.485069, CCSD(T) total -237.183464 Eh
S X=3 HF -236.753332, MP2 correlation -0.635075, CCSD(T) total -237.409693 Eh
S distance from limit, X=2,3: 754.16, 160.20 kJ/mol
S estimated CCSD(T) limit: -237.470709 Eh
S MP2 change X=2 to 3, opposite/same spin: -304.03, -89.82 kJ/mol
S MP2 energy missing from compact DZ, TZ: -53.83, -100.06 mEh
T X=2 HF -236.620797, MP2 correlation -0.453478, CCSD(T) total -237.096052 Eh
T X=3 HF -236.701931, MP2 correlation -0.600348, CCSD(T) total -237.318121 Eh
T distance from limit, X=2,3: 738.84, 155.80 kJ/mol
T estimated CCSD(T) limit: -237.377462 Eh
T MP2 change X=2 to 3, opposite/same spin: -291.98, -93.62 kJ/mol
T MP2 energy missing from compact DZ, TZ: -64.32, -99.34 mEh
Compact orbitals per spin, DZ and TZ: 32, 42
Compact-space error of DZ CCSD(T) gap: 0.973 kJ/mol
Extrapolation factor, inverse-cube law: 0.4211
Extrapolation factor from C and F atoms: 0.5863, 0.6308
Limit gap with F-atom factor: 247.01 kJ/mol
Sum of uncertainty indicators: 8.40 kJ/mol
Final estimated CCSD(T) gap: 244.82 kJ/mol = 2.537 eV
```
